Current variation in polycrystalline transistors: inverse-square-root law and bottlenecks

**A channel one grain long**

Take a transistor whose channel is crossed by N separate strips side by side, each interrupted by a single grain boundary. All strips feel the same small drain voltage V. Strip k carries i_k = g_k V, where g_k is the conductance of its boundary, and the transistor carries

I = i_1 + i_2 + … + i_N.

Let each strip current have mean i and standard deviation s i, and let the strips be independent. The variance of a sum of independent quantities is the sum of their variances, because the average product of two different deviations is zero. So

variance of I = N s² i², mean of I = N i,

and the relative standard deviation, written CV, is

CV = √N s i/(N i) = s/√N.

Now put N boundaries in series instead. Their resistances add, so for small s the total resistance has relative standard deviation s/√N by the same argument. A small relative change of resistance is an equal and opposite relative change of current, so the current again has CV = s/√N.

A real channel is both. Let Nx boundaries lie in series along each of Ny rows. One row has relative spread s/√Nx. Adding Ny independent rows divides this by √Ny:

CV ≈ s/√(Nx Ny) = s/√N, N = Nx Ny.

This is the back-of-envelope answer. For square grains of size d in a channel of length L and width W, Nx = L/d and Ny = W/d, so N = LW/d² and

CV ≈ s d/√(LW).

At fixed s the spread is proportional to grain size and falls as the square root of channel area. Here N counts the boundaries crossed by the current. It equals the number of grains that fit in the channel if L is measured between the centres of the two grain columns under the contacts.

**What s is, and a first number**

Suppose that current crosses a boundary by thermal activation over a barrier φ (tunnelling is estimated later):

g = g₀ exp(−φ/kT), so ln g = ln g₀ − φ/kT.

If barriers are independent and Gaussian with standard deviation D, then ln g has standard deviation

s = D/kT.

For small s this is also the relative standard deviation of g itself, since a small change of ln g is δg/g.

Consider a display-pixel transistor with a polycrystalline-oxide channel: L = 5 µm, W = 10 µm, d = 250 nm, one layer of grains, mean barrier 150 meV, D = 10 meV, temperature 300 K. Then

Nx = 5000/250 = 20, Ny = 10000/250 = 40, N = 800,

s = 10 meV/25.85 meV = 0.387,

CV ≈ 0.387/√800 = 1.37 %.

This is the spread of a population about its mean. The difference between two transistors drawn from it has twice the variance, hence a standard deviation √2 × 1.37 % = 1.9 %. A population spread of 1 % would need N = (0.387/0.01)² ≈ 1500, nearly twice the area at the same grain size and barrier spread.

The argument has a gap. Rows in a film are not insulated from each other: neighbouring grains touch, and current can move sideways around a poor boundary. Nor is it clear what replaces N when some boundaries matter more than others.

**Controlled derivation: sensitivity is power share**

Represent each grain by a node at one potential and each boundary by a conductor. This neglects resistance inside the grains. Boundary b has conductance g_b and voltage drop v_b. The source is at voltage V and the drain at zero. The dissipated power is

P = Σ_b g_b v_b².

It also equals IV. To see this, write g_b v_b² as the boundary current times the difference of its two node voltages, and collect the terms belonging to each node. Each node voltage is then multiplied by the net current leaving that node through boundaries. This is zero at interior nodes by current conservation, I at the source, and irrelevant at the drain, whose voltage is zero. With I = GV,

G V² = Σ_b g_b v_b².

Now change the conductances slightly at fixed V. Both g_b and the interior voltages change. However, the derivative of P with respect to the voltage u_a of an interior node a is

∂P/∂u_a = 2 Σ_c g_ac (u_a − u_c) = 2 × (net current leaving a) = 0,

where c runs over the neighbours of a. The shifts of the node voltages therefore contribute nothing to first order, and only the explicit change of g_b remains:

V² dG = Σ_b v_b² dg_b.

Divide by GV² and write dg_b = g_b d(ln g_b):

d(ln G) = Σ_b p_b d(ln g_b), p_b = g_b v_b²/(G V²), Σ_b p_b = 1.

The weight p_b is the share of the total power dissipated in boundary b. A boundary influences the current in proportion to the heat produced in it. A nearly insulating boundary that current bypasses has little influence, and so has a very good one with almost no voltage across it.

This identity holds for small changes about any network, however disordered. It was tested on a network with 6 boundaries in series, 7 rows and ln g spread by 1.5. Changing each conductance in turn gave sensitivities that differed from the power shares by at most 1.1 × 10⁻¹⁰.

Now let the ln g_b fluctuate independently with standard deviation s about their mean values, and evaluate p_b at those mean values. Variances add with the squares of the weights:

CV² = s² Σ_b p_b² = s²/N_eff, N_eff = 1/Σ_b p_b².

This is the general first-order law. N_eff is the effective number of boundaries sharing the power. If M is the total number of boundaries, including the transverse ones between rows, the Cauchy–Schwarz inequality gives

1 = (Σ_b p_b)² ≤ M Σ_b p_b², so N_eff ≤ M,

with equality when all power shares are equal.

In a uniform film all nodes of one column have the same voltage. Transverse boundaries then carry no current and have p_b = 0. The N longitudinal boundaries share the power equally, p_b = 1/N, so

Σ_b p_b² = N × (1/N²) = 1/N, CV = s/√N.

The sideways links have not changed the answer at this order, which closes the first gap.

**Comparison with sampled films**

To see whether s = 0.387 is small enough, 2000 random films were solved at each of three sizes, with all boundaries fluctuating, including the transverse ones:

N = 50: sampled 5.56 %, s/√N = 5.47 %
N = 200: sampled 2.80 %, s/√N = 2.74 %
N = 800: sampled 1.37 %, s/√N = 1.37 %

For a nearly Gaussian quantity, a standard deviation estimated from n samples has a relative uncertainty of about 1/√(2n), here 1.6 %. The differences are of that size. The simple estimate works for this film.

**First bottleneck: a weak line across the channel**

Suppose one column of boundaries, spanning the whole width, has a higher mean barrier. Let each of its boundaries have k times the normal resistance. Each row then has resistance k + Nx − 1 in units of a normal boundary, and the line holds the fraction

f = k/(k + Nx − 1).

The mean film is still the same in every row, so no current flows sideways. The line's Ny boundaries have p_b = f/Ny each, and the other N − Ny share the rest:

Σ_b p_b² = Ny (f/Ny)² + (N − Ny) [(1 − f)/(N − Ny)]²
= f²/Ny + (1 − f)²/(N − Ny).

For k = 1, f = 1/Nx and this returns 1/N. For f → 1 it becomes 1/Ny: the spread is s/√Ny, and lengthening the channel has little effect as long as the line still holds nearly all the resistance.

Let the line's barriers be 80 meV higher. Then k = exp(80/25.85) = 22.1, f = 22.08/41.08 = 0.537, and

Σ_b p_b² = 0.537²/40 + 0.463²/760 = 0.00721 + 0.00028 = 0.00749.

Thus N_eff = 133 and CV = 0.387 × √0.00749 = 3.35 %. Sampling 1500 films also gives 3.35 %. The film still has 800 longitudinal boundaries, but the simple estimate is too small by a factor of 2.4.

The line's own contribution equals the whole uniform-film variance when f²/Ny = 1/N, that is

f = 1/√Nx.

For Nx = 20 this is f = 0.224, reached with an extra barrier of 44 meV. The remaining boundaries still contribute, and the total CV is then about 1.3 times the simple value.

These numbers assume that every transistor has such a line. If only some do, the mean current also differs between the two groups. Here the line raises the row resistance from 20 to 41.1 units and roughly halves the current, a far larger variation than 3.35 %.

**Second bottleneck: a neck**

A crack or an insulating line may leave a single conducting boundary. The whole current I passes through this neck, so its power share is its resistance divided by the total resistance. Keeping its term alone in the sum gives a lower bound within the first-order law:

CV ≥ s p_neck.

The neck alone outweighs the uniform-film estimate when p_neck > 1/√N, which is 0.035 for N = 800. Solving the film with one open boundary in an otherwise blocked middle line gives p_neck = 0.317 and N_eff = 9.1. The bound is 0.387 × 0.317 = 12.3 %, and the full first-order result is 0.387/√9.1 = 12.8 %. Sampling 1000 films gives 12.5 %. The transistor contains hundreds of grains but fluctuates as if it had nine.

A larger film helps slowly, for a reason that can be calculated. Far from the neck, current spreads over half-circles on each side. A half-ring of radius r and thickness dr has length πr across the flow, so its resistance is R_s dr/(πr), where R_s is the resistance of a square of film. On this square grid R_s equals the resistance of one normal boundary, which is also that of the neck. Doubling the film's linear size at fixed shape adds, for the two sides together,

ΔR = 2 (R_s/π) ln 2 = 0.441 R_s.

Since 1/p_neck is the total resistance in units of the neck's, it should rise by 0.44 at each doubling. The solved networks give

N = 200: p_neck = 0.369, 1/p_neck = 2.71
N = 800: p_neck = 0.317, 1/p_neck = 3.15
N = 3200: p_neck = 0.278, 1/p_neck = 3.59

with steps of 0.446 and 0.442 before rounding, close to the calculated 0.441. Resistance grows with the logarithm of size. While N rises sixteenfold, N_eff rises only from 6.7 to 11.9. The simple law would promise a fourfold reduction of spread; the first-order result falls from 14.9 % to 11.2 %.

**Third bottleneck: broad barrier distributions**

When s is not small, disorder itself creates bottlenecks. A single chain of Nx boundaries shows this without approximation. Let r₀ be the median boundary resistance, so that r = r₀ exp(x) with x Gaussian of standard deviation s. The Gaussian average of exp(ax) is exp(a²s²/2), so

⟨r⟩ = r₀ exp(s²/2), ⟨r²⟩ = r₀² exp(2s²),

(⟨r²⟩ − ⟨r⟩²)/⟨r⟩² = exp(s²) − 1.

Adding Nx independent resistances gives the relative standard deviation of the chain resistance,

CV_R = √{[exp(s²) − 1]/Nx}.

For s → 0 this is s/√Nx. For s = 1 and Nx = 20 it is 29.3 %, against a first-order value of 22.4 %; direct sampling gives 29.2 %. At larger s the few worst boundaries dominate, and a small relative spread requires Nx much greater than exp(s²).

A linked film is more forgiving, because current can go around a bad boundary. For the 20 × 40 film, 1500 samples at each of two barrier spreads give:

D = 50 meV, s = 1.93: sampled 7.1 %, s/√N = 6.8 %
D = 100 meV, s = 3.87: sampled 16.9 %, s/√N = 13.7 %

The mean barrier cancels from these ratios, but it must be well above D for the Gaussian model to make sense; the second case needs a mean of several hundred meV.

At s = 1.93 the simple estimate survives better than its derivation justifies. At s = 3.87 it is too low, the sampled spread being 1.23 times larger. The meaning of s is now critical. Inserting the relative standard deviation of g, √[exp(s²) − 1], in place of that of ln g would predict 23 % and 6274 %. Those values are set by rare, very good boundaries, which cannot raise the current much when they lie in series with ordinary ones.

Power does become concentrated: the mean N_eff of the individual films falls to 424 and then to 155. Yet s/√N_eff with these values gives 9.4 % and 31 %, above the sampled spreads. N_eff measures the response of one given film to small changes. It does not describe the large changes between two broadly disordered films, in which the current also finds new paths. For s above about 1, the network has to be sampled.

**Variation that does not average out**

Independence can fail even without a bottleneck. Suppose all barriers in one transistor shift together by an amount with standard deviation D_c between transistors, for instance because of a deposition gradient across the substrate. A common factor in every conductance multiplies the current by that factor. Being independent of the local fluctuations, it adds its own variance:

CV² = s²/N + (D_c/kT)².

The second term does not depend on N. It equals the first when D_c = D/√N = 10/√800 = 0.35 meV. A shared shift of just 1 meV gives

CV = √(1.368² + 3.868²) % = 4.10 %,

and 1500 sampled films give 4.12 %. Increasing the area cannot bring this transistor population below 3.87 %.

**How far the other neglected effects move 1.37 %**

Grain interiors also resist. The thermal flux of carriers of density n and mass m over a barrier is n √(kT/2πm) exp(−φ/kT) in each direction. A small drop v unbalances the two directions by the fraction ev/kT, and the mean field is v/d. Dividing the current density by en and by the field gives the boundary-limited mobility

μ_b = e d exp(−φ/kT)/√(2πmkT).

With m = 0.3 electron masses, μ_b = 14.3 cm²/Vs. For an interior mobility of 100 cm²/Vs, inverse mobilities add to a total of 12.5 cm²/Vs, and boundaries hold 0.875 of the resistance. The spread falls to 0.875 × 1.37 % = 1.20 %. This assumes that carriers cross the barrier top without scattering, which is marginal here. At 100 cm²/Vs the mean free path is about 3 nm, against about 1 nm over which the barrier considered below falls by kT. A drift-diffusion estimate of scattering in the depleted layers, which overstates it, adds about 40 % to the boundary resistance, giving a total mobility near 9 cm²/Vs and a boundary share near 0.91.

Grain sizes vary too. If grain length has relative standard deviation c, the length of Nx grains varies by c d √Nx, so the number of boundaries in a fixed length varies by about c√Nx. This adds c² to s². For c = 0.3, and rows treated as independent,

CV ≈ √(0.387² + 0.3²)/√800 = 1.73 %.

This covers only varying lengths in separate rows. If grains nucleate at random places, their number in the channel has relative standard deviation 1/√N. At fixed boundary conductance per unit length, the film's conductance is proportional to d, hence to the inverse square root of that number. By this scaling, the varying number alone gives a spread of 1/(2√N) = 1.8 %, to which irregular grain shapes add. Shape also affects how the power is shared: in a regular hexagonal film the power shares give N_eff ≈ 2N for N grains, which lowers the barrier contribution by √2.

Carriers can tunnel near the barrier top. For a density of 10¹⁸ cm⁻³ and relative permittivity 9, the depletion layer is 12.2 nm wide on each side. A semiclassical estimate, itself rough near the top, raises the boundary current 2.45 times and multiplies its sensitivity to barrier height by 0.934. The boundary-limited mobility then becomes about 35 cm²/Vs and the boundaries' resistance share 100/135 = 0.74. Together these give 0.74 × 0.934 × 1.37 % ≈ 0.95 %, without size variation.

Other corrections are smaller at this operating point. The occupation at the barrier top is about 7 × 10⁻⁴, so Boltzmann activation is adequate. In the uniform film at 0.1 V drain bias each boundary drops 5.0 mV, and the departure from linear conduction is 0.16 % if each drop divides equally between the two sides of the barrier. In that film the drop reaches kT/e at 0.52 V, beyond which the small-bias model should not be used. A bottleneck takes a much larger part of the voltage, so its limit is lower: about 0.05 V for the weak line and 0.08 V for the neck. The bottleneck spreads above are small-bias limits. At 0.1 V, with the same symmetric nonlinear law, the first-order values drop from 3.35 % to about 2.8 % for the line and from 12.8 % to about 11.6 % for the neck. The drain voltage must also stay well below the gate voltage in excess of threshold, so that the carrier density is nearly uniform along the channel. With the barriers held fixed, the simple estimate is 1.64 % at 250 K and 1.17 % at 350 K.

**Beside a real transistor**

Channel dimensions of several micrometres and mobilities near 10 cm²/Vs are roughly typical of oxide display transistors. Most of these, however, have amorphous channels without grain boundaries; the model applies only to polycrystalline ones. Grain size depends strongly on processing, and 250 nm is on the coarse side for a thin oxide film. The 10 meV barrier spread is an assumption, not a typical measured value, and the result scales directly with it. For these inputs, the local grain contribution is about 1 to 2 %, and somewhat more if grains nucleate at random places. The result is very sensitive to the assumption that every transistor has the same mean barrier: a 1 meV shared variation triples the spread. Contact and threshold-voltage variations lie outside the model and would add to it.

The inverse-square-root estimate is therefore a design rule under stated conditions: thermally activated boundaries that hold nearly all the resistance, nearly square, regular grains in line with the current, small drain bias, independent barriers with s well below 1, no weak line with f near or above 1/√Nx, no neck with power share near or above 1/√N, and shared shifts well below D/√N. The numerical output below lists the values for this example.

Calculated quantities

```
Channel length, width, grain size: 5000, 10000, 250 nm
Temperature 300 K, kT = 25.85 meV
Barrier mean 150 meV, SD 10 meV
Boundaries in series 20, rows 40, N = 800
SD of ln g of one boundary, s = 0.3868
Simple estimate s/sqrt(N) = 1.37 %
N needed for 1 % spread = 1496
Largest |sensitivity - power share| = 1.1e-10
N_eff of the solved uniform film = 800.0
N = 50: sampled spread 5.56 %, s/sqrt(N) 5.47 %
N = 200: sampled spread 2.80 %, s/sqrt(N) 2.74 %
N = 800: sampled spread 1.37 %, s/sqrt(N) 1.37 %
Weak line +80 meV: resistance ratio 22.1, share f = 0.537
Weak line: N_eff = 133, formula 3.35 %, sampled 3.35 %
Line matters from f = 0.224, extra barrier 44 meV
Neck, N = 200: power share 0.369, N_eff = 6.7
Neck, N = 800: power share 0.317, N_eff = 9.1
Neck, N = 3200: power share 0.278, N_eff = 11.9
Neck, N = 800: floor s*p 12.3 %, formula 12.8 %, sampled 12.5 %
Barrier SD 50 meV: s = 1.93, mean N_eff = 424
  sampled 7.1 %; from SD of ln g 6.8 %; from SD of g 23 %
Barrier SD 100 meV: s = 3.87, mean N_eff = 155
  sampled 16.9 %; from SD of ln g 13.7 %; from SD of g 6274 %
Single chain, s = 1: resistance spread sampled 29.2 %, formula 29.3 %
Shared shift SD 1 meV: formula 4.10 %, sampled 4.12 %
Mass 0.3 m_e, interior mobility 100 cm2/Vs (rough inputs)
Boundary-limited mobility 14.3, total 12.5 cm2/Vs
Boundary resistance share 0.875; spread becomes 1.20 %
Relative grain-size SD 0.3: spread becomes about 1.73 %
Carrier density 1e+18 cm-3, relative permittivity 9 (rough)
Depletion width per side 12.2 nm; tunnelling current factor 2.45
Tunnelling multiplies barrier sensitivity by 0.934
Density/band density 0.24; occupation at barrier top about 7.3e-04
Drain bias 0.1 V: 5.0 mV per boundary, nonlinearity 0.16 %
Drop per boundary reaches kT/e at drain bias 0.52 V
Simple estimate at 250 K = 1.64 %
Simple estimate at 350 K = 1.17 %
```
